\section*{Why a fluctuating membrane widens when pulled: the screening-approximation Poisson ratio}

\section{What a pull does}

\textbf{Q.} I pull on a sheet whose bonds give it a positive Poisson ratio, so it should narrow. The self-consistent screening approximation (SCSA) says that a free, thermally rippled sheet widens instead, with a ratio of $-1/3$ whatever the bonds prefer. How can the material constant drop out?

\textbf{A.} Most of the extension of a very soft rippled sheet comes from flattening ripples, and little from stretching bonds. Let $h$ be the height and $u_i$ the in-plane displacement, with
\begin{equation}
F=\int d^2x\left[\frac{\kappa}{2}(\nabla^2h)^2+\mu u_{ij}^2+\frac{\lambda}{2}u_{ll}^2\right],\qquad
u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)+A_{ij},\quad A_{ij}=\tfrac12\partial_ih\,\partial_jh .
\end{equation}
Slopes are small and the fluctuations classical. The bonds alone give the two-dimensional Young modulus $Y=4\mu(\mu+\lambda)/(2\mu+\lambda)$ and Poisson ratio $\nu_0=\lambda/(2\mu+\lambda)$; stability requires $-1<\nu_0<1$.

Apply a uniform stress $\sigma_{ij}$. Let $\varepsilon_{ij}$ be the strain of the projected sheet, which is what you measure, and let bars denote averages over the area. The bond strain is $\bar u_{ij}=\varepsilon_{ij}+\bar A_{ij}$, so the uniform part of the energy per area is
\begin{equation}
\tfrac12C_{ijlm}\bar u_{ij}\bar u_{lm}-\sigma_{ij}\varepsilon_{ij}
=\tfrac12C_{ijlm}\bar u_{ij}\bar u_{lm}-\sigma_{ij}\bar u_{ij}+\sigma_{ij}\bar A_{ij}.
\end{equation}
The first two terms give $\langle\bar u_{ij}\rangle=S^0_{ijlm}\sigma_{lm}$, where $S^0=C^{-1}$ is the bond compliance. Hence
\begin{equation}
\langle\varepsilon_{ij}\rangle=S^0_{ijlm}\sigma_{lm}-\langle\bar A_{ij}\rangle. \label{strain}
\end{equation}
Ripples hide length, and the last term of the energy makes stress flatten them.

\textbf{Q.} How much length is released, and in which direction?

\textbf{A.} Write $h=\sum_kh_ke^{i\mathbf k\cdot\mathbf x}$ on an area $\mathcal A$, with $\langle|h_k|^2\rangle=k_BT/[\mathcal AE(\mathbf k)]$. Start from a small isotropic tension $\sigma$, so that $E=\kappa(k)k^4+\sigma k^2$, where $\kappa(k)$ is the rigidity stiffened by fluctuations. An extra stress $\delta\sigma_{lm}$, small compared with $\sigma$, adds $\delta\sigma_{lm}k_lk_m$ to $E$. The value $-1/3$ is recovered with bare vertices, which means that $\kappa(k)$ is held fixed while the stress varies; the last section lifts this restriction. From
\begin{equation}
\langle\bar A_{ij}\rangle=\frac{k_BT}{2}\int\!\frac{d^2k}{(2\pi)^2}\frac{k_ik_j}{E},
\end{equation}
differentiating $1/E$ gives a minus sign, which cancels the one in (\ref{strain}):
\begin{equation}
S_{ijlm}=S^0_{ijlm}+\frac{k_BT}{2}\int\!\frac{d^2k}{(2\pi)^2}\frac{k_ik_jk_lk_m}{E^2}. \label{compliance}
\end{equation}
The integral is unchanged by any exchange of its four indices, and $E$ is isotropic. The angular averages are $\langle\cos^4\phi\rangle=3/8$ and $\langle\cos^2\phi\sin^2\phi\rangle=1/8$, so the integral term equals
\begin{equation}
s\,(\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl}),\qquad
s=\frac{k_BT}{16}\int\!\frac{d^2k}{(2\pi)^2}\frac{k^4}{E^2}.
\end{equation}
For a pull along $x$, $S_{xxxx}=1/Y_R$ and $S_{yyxx}=-\nu/Y_R$. The bond parts are $1/Y$ and $-\nu_0/Y$; the ripple parts are $3s$ and $s$. Thus
\begin{equation}
\frac1{Y_R}=\frac1Y+3s,\quad -\frac{\nu}{Y_R}=-\frac{\nu_0}{Y}+s
\quad\Longrightarrow\quad
\nu=\frac{\nu_0-sY}{1+3sY}. \label{nu}
\end{equation}
Adding $1/3$ to both sides cancels $sY$ in the numerator:
\begin{equation}
\nu+\frac13=\frac{\nu_0+1/3}{1+3sY}.
\end{equation}
A ripple running obliquely hides length along both axes. Flattening it by a pull along $x$ returns length along $y$ too, on average one third as much. If $sY\to\infty$, this release swamps the bonds and $\nu\to-1/3$ for every stable $\nu_0$.

\section{Why the ripples win}

\textbf{Q.} Everything now rests on $sY$ diverging. Fluctuations also stiffen the sheet, so could they not stop the divergence?

\textbf{A.} They weaken it, and the SCSA tells us by how much. Consider a wave vector $\mathbf q\neq0$, with $T$ and $L$ the directions across and along it. In-plane equilibrium, $q_i\sigma_{ij}=0$, leaves only the stress $\sigma_{TT}$. In-plane displacements contribute nothing to the $TT$ strain because $q_T=0$. That strain is therefore $A_{TT}$, and the energy is
\begin{equation}
\frac{\mathcal AY}{2}\sum_{q\ne0}|A_{TT}(\mathbf q)|^2,\qquad
A_{TT}(\mathbf q)=\tfrac12\sum_kk_T^2h_kh_{q-k},
\end{equation}
where $(\mathbf q-\mathbf k)_T=-k_T$ fixed the sign. The bubble is $I(q)=\mathcal A\langle|A_{TT}|^2\rangle/k_BT$, evaluated with independent modes. Two pairings times $(1/2)^2$ give the factor $1/2$ in
\begin{equation}
I(q)=\frac{k_BT}{2}\int\!\frac{d^2k}{(2\pi)^2}\frac{k_T^4}{E(k)E(|\mathbf q-\mathbf k|)},\qquad
Y(q)=Y-YIY+\dots=\frac{Y}{1+YI(q)}.
\end{equation}
For the rigidity, average one height from each factor $A_{TT}$. There are four choices, which cancel the $(1/2)^2$. Replacing the bare $Y$ by the screened $Y(q)$ then gives
\begin{equation}
\kappa(k)=\kappa+k_BT\int\!\frac{d^2q}{(2\pi)^2}\frac{Y(q)\sin^4\theta}{E(|\mathbf k-\mathbf q|)}, \label{kappa}
\end{equation}
with $\theta$ the angle between $\mathbf k$ and $\mathbf q$. These equations omit interactions that bridge the two propagators of a bubble. At fixed $\sigma$, $I(q\to0)=3s$, in agreement with (\ref{nu}).

\textbf{Q.} And without tension?

\textbf{A.} Try $E=Zk^{4-\eta}$ at small $k$, with $0<\eta<1$. Both equations need
\begin{equation}
J(a,b)=\int d^2k\,\frac{k_T^4}{k^{2a}|\mathbf q-\mathbf k|^{2b}}\bigg|_{q=1}.
\end{equation}
The measure $k_T^4dk_T$ over the whole line is $3/(4\pi^2)$ times the measure over five transverse dimensions, whose radial form is $(8\pi^2/3)r^4dr$. So $J$ is $3/(4\pi^2)$ times a six-dimensional integral without $k_T^4$. Write each power as $X^{-a}=\Gamma(a)^{-1}\int_0^\infty dt\,t^{a-1}e^{-tX}$ and do the Gaussian integral over $\mathbf k$. With the two parameters set to $\ell x$ and $\ell(1-x)$, the remaining factor is
\begin{equation}
\frac{\pi^3}{\Gamma(a)\Gamma(b)}\int_0^1\!dx\,x^{a-1}(1-x)^{b-1}\!\int_0^\infty\!d\ell\,\ell^{a+b-4}e^{-\ell x(1-x)} .
\end{equation}
The $\ell$ integral is $\Gamma(a+b-3)[x(1-x)]^{3-a-b}$, and the $x$ integral is then a beta function:
\begin{equation}
J(a,b)=\frac{3\pi}{4}\,\frac{\Gamma(3-a)\Gamma(3-b)\Gamma(a+b-3)}{\Gamma(a)\Gamma(b)\Gamma(6-a-b)} .
\end{equation}
With $\alpha=2-\eta/2$,
\begin{equation}
I(q)=\frac{k_BT}{8\pi^2Z^2}J(\alpha,\alpha)\,q^{-(2-2\eta)} .
\end{equation}
This diverges as $q\to0$, so $Y(q)\to1/I(q)$ and $Y$ has dropped out. In (\ref{kappa}) the constant $\kappa$ is negligible beside $Zk^{-\eta}$. Since $\sin^4\theta=q_T^4/q^4$, with $q_T$ now measured across $\mathbf k$, the integrand contains $q_T^4q^{-2-2\eta}|\mathbf k-\mathbf q|^{-(4-\eta)}$, and $Z$ cancels:
\begin{align}
1&=\frac{2J(1+\eta,\alpha)}{J(\alpha,\alpha)}
=2\,\frac{\Gamma(2-\eta)}{\Gamma(1-\eta)}\frac{\Gamma(2+\eta)}{\Gamma(1+\eta)}\frac{\Gamma(\eta/2)}{\Gamma(1+\eta/2)}\frac{\Gamma(2-\eta/2)}{\Gamma(3-\eta/2)}\nonumber\\
&=2(1-\eta)(1+\eta)\,\frac2\eta\,\frac{2}{4-\eta}=\frac{8(1-\eta^2)}{\eta(4-\eta)} .
\end{align}
Hence $7\eta^2+4\eta-8=0$, whose positive root is $\eta=4/(1+\sqrt{15})\approx0.821$. It lies below one, as assumed.

Now restore a small tension. It takes over below $k_\sigma$, where $Zk_\sigma^{4-\eta}=\sigma k_\sigma^2$, so $k_\sigma\propto\sigma^{1/(2-\eta)}$. The integral for $s$ converges on both sides of $k_\sigma$: its integrand, including the measure, goes as $k$ below and as $k^{-3+2\eta}$ above. Therefore
\begin{equation}
s\propto\frac{k_\sigma^2}{\sigma^2}\propto\sigma^{-(2-2\eta)/(2-\eta)}\approx\sigma^{-0.304}.
\end{equation}
Stiffening slows the divergence but does not remove it. The order of limits is an infinite sample first, then $\sigma\to0$.

\section{Numbers for an atomic sheet}

\textbf{Q.} How small must the tension be for something like suspended graphene?

\textbf{A.} Take rough values in that regime: $\kappa=1.2$~eV, $Y=340$~N/m and $T=300$~K. To first order in $Y$, (\ref{kappa}) adds $3k_BTY/(16\pi\kappa k^2)$ to the rigidity, because $J(2,2)=3\pi/4$. This equals $\kappa$ at $k=1.51$~nm$^{-1}$, a wavelength of 4.2~nm, beyond which ripples matter strongly. I solved the coupled equations for $\kappa(k)$ and $Y(q)$ by Newton iteration on a logarithmic grid from $10^{-7}$ to 30~nm$^{-1}$. In the table, $\ell_\sigma=2\pi/k$ at the point where $\kappa(k)k^2=\sigma$, and $\nu$ refers to a pull small compared with $\sigma$. The grid leaves an error of about 0.3\% in $sY$ and $\ell_\sigma$ (at $10^{-3}$~N/m the converged values are 1.57 and 742~nm), which does not change the Poisson ratios shown. Lowering the upper cutoff to 15.5~nm$^{-1}$ reduces $sY$ at 1~N/m by 1.5\%, to 0.031, again without changing them. All entries for $\nu$ hold $\kappa(k)$ fixed during the pull.

\begin{center}
\begin{tabular}{cccccc}
$\sigma$ (N/m) & $sY$ & $\ell_\sigma$ (nm) & \multicolumn{3}{c}{$\nu$ for $\nu_0=$}\\
 & & & 0.05 & 0.16 & 0.45\\ \hline
$1$ & 0.032 & 3.0 & $0.02$ & $0.12$ & $0.38$\\
$10^{-1}$ & 0.185 & 15 & $-0.09$ & $-0.02$ & $0.17$\\
$10^{-3}$ & 1.56 & 744 & $-0.27$ & $-0.25$ & $-0.20$\\
$10^{-5}$ & 7.34 & $3.7\times10^4$ & $-0.32$ & $-0.31$ & $-0.30$\\
$10^{-6}$ & 15.1 & $2.6\times10^5$ & $-0.33$ & $-0.32$ & $-0.32$
\end{tabular}
\end{center}

At $10^{-3}$~N/m and $\nu_0=0.16$, for instance,
\begin{equation}
\nu=\frac{0.16-1.564}{1+3(1.564)}=\frac{-1.404}{5.692}=-0.247 .
\end{equation}
With bare vertices the sign changes where $sY=\nu_0$; for $\nu_0=0.16$, solving at tensions close to the crossing puts this at about 0.125~N/m. The approach to the limit is slow. From $10^{-5}$ to $10^{-6}$~N/m, $sY$ grows by a factor 2.06, close to the asymptotic $10^{0.304}=2.01$. The sample must also span a few $\ell_\sigma$, which is already 37~$\mu$m at $10^{-5}$~N/m. At that tension, with $\nu_0=0.16$ and the infinite-sheet $\kappa(k)$, a periodic square of side $\ell_\sigma$, $2\ell_\sigma$ or $4\ell_\sigma$ pulled along an edge gives $-0.29$, $-0.30$ or $-0.31$.

\textbf{Q.} Then would my device show it?

\textbf{A.} Only if its built-in tension is small enough. Suppose, as a rough range, that this tension lies between 0.01 and 1~N/m. Across that range, with $\nu_0=0.16$ and the other parameters fixed, the bare-vertex model moves from $-0.16$ to $+0.12$, far from its limit. If $\kappa(k)$ responds to the pull, as in the last section, the range narrows to about $-0.06$ to $+0.12$, and the sign changes between 0.01 and 0.1~N/m. Clamped edges also prevent the free sideways motion assumed here, and the model contains thermal ripples only: static wrinkles, which also hide length in real samples, are left out.

A supported channel is further away still. Model adhesion by a spring of roughly $K=10^{20}$~N/m$^3$, so that $E=\kappa k^4+K$ with the bare $\kappa$. With $w=k^2$,
\begin{equation}
s=\frac{k_BT}{64\pi}\int_0^\infty\!\frac{w^2\,dw}{(\kappa w^2+K)^2}
=\frac{k_BT}{64\pi}\,\frac{\pi}{4\kappa^{3/2}K^{1/2}}
=\frac{k_BT}{256\,\kappa^{3/2}K^{1/2}} .
\end{equation}
This gives $sY=0.0065$, or 0.0058 if the integral stops at 15.5~nm$^{-1}$, the radius of a circle with the area of graphene's Brillouin zone. Either way $\nu_0=0.16$ becomes 0.15: the spring has removed the soft ripples. This model omits the substrate's roughness and its grip on in-plane motion, so the number describes the sheet's own response and not what a supported channel would show.

Two further assumptions, classical fluctuations and small slopes, can be checked with these numbers. At $k=1.51$~nm$^{-1}$ a bending quantum, with the bare $\kappa$ and an areal density of $7.6\times10^{-7}$~kg/m$^2$, is 0.75~meV, against $k_BT=25.9$~meV. The quantum grows as $k^2$ and reaches $k_BT$ near 8.8~nm$^{-1}$, but such short ripples carry little of $s$: with $\kappa(k)$ held fixed, quantizing the modes changes $sY$ at 0.1 and 1~N/m by about $3\times10^{-5}$ for a cutoff of 15.5~nm$^{-1}$ and $3\times10^{-4}$ over the whole grid; the zero-point stiffening of $\kappa(k)$, estimated with static screening, lowers $sY$ at 0.1~N/m by about $4\times10^{-4}$ for the smaller cutoff and $10^{-3}$ over the whole grid, and by less at 1~N/m. The mean square slope at $10^{-3}$~N/m grows with the logarithm of the cutoff; it is 0.013 over the grid and 0.010 when cut at the zone edge, about 15.5~nm$^{-1}$.

\section{How far to trust the number}

\textbf{Q.} Is $-1/3$ then a theorem about membranes?

\textbf{A.} No. It follows from the bare-vertex response, in which $\kappa(k)$ ignores the added stress. Without that restriction, isotropy still allows two separate correction factors. Equal stresses along $x$ and $y$ probe $S_{xxxx}+S_{xxyy}=4s$, and opposite stresses probe $S_{xxxx}-S_{xxyy}=2s$, counting ripple parts alone. Multiply these by $r_b$ and $r_s$. Half their sum and half their difference give
\begin{equation}
S_{xxxx}=s(2r_b+r_s),\quad S_{xxyy}=s(2r_b-r_s),\quad
\nu=-\frac{2r_b-r_s}{2r_b+r_s}.
\end{equation}
The value $-1/3$ survives if $r_b=r_s$. Solving the equations again at tensions 2\% above and below $10^{-5}$~N/m gives $r_b$ between 0.88 and 0.89, the spread coming from the discretization. For $r_s$, linearise the same equations for $\kappa(k)$ and $Y(q)$ in opposite stresses, which add a term proportional to $k^2\cos2\phi$ to $E$; each angular integral over a perturbed quantity then carries a factor $\cos2\theta$. This gives $r_s\approx1.36$ at $10^{-5}$~N/m, so with $r_b\approx0.88$ the ripple ratio is about $-0.13$; at $10^{-6}$ and $10^{-7}$~N/m it levels off near $-0.12$. Letting $\kappa(k)$ respond to the stress thus moves the result far from $-1/3$, and this value still omits the interactions that the SCSA leaves out.

\textbf{Q.} Could I avoid tension altogether, by using a finite sheet or reading the moduli from in-plane waves?

\textbf{A.} Both change the question. In a tensionless periodic square the softest ripples have wave vectors along the edges, so the angular averages $3/8$ and $1/8$ no longer apply. Summing the ripple part of (\ref{compliance}), which dominates in a large square, over the discrete modes, with the infinite-sheet law $E\propto k^{4-\eta}$, gives $\nu=-0.28$ for a pull along an edge.

For a wave of finite $\mathbf q$, the bubble contains the two different vectors $\mathbf k$ and $\mathbf q-\mathbf k$, and the four-index symmetry is lost. Without tension, numerical integration gives a ratio of its $LTLT$ to its $TTTT$ component of 0.479, whereas the symmetric form requires $1/3$. With $Y=1/I_{TTTT}$ and $\mu=1/(4I_{LTLT})$ this gives $Y/2\mu-1=2(0.479)-1=-0.04$, while the shear and longitudinal moduli together give $-0.65$, so waves define no single ratio. Only the purely transverse components keep the symmetry. In $D$ dimensions they force $\lambda/(2\mu+\lambda)=-1/(D+1)$, which is again $-1/3$ when continued to $D=2$, where a single transverse component exists and the ratio cannot be read from it. As a response of the two-dimensional sheet, the ratio $-1/3$ therefore describes the bare-vertex response, with $\kappa(k)$ held fixed, of a large sheet to a uniform pull that stays small compared with the isotropic tension while that tension is taken to zero. A pull much larger than $\sigma$ gives another number. With $\kappa(k)$ still held fixed, $E=Zk^{4-\eta}+\delta\sigma\,k^2\cos^2\phi$, and the length released by ripples at angle $\phi$ scales as $|\cos\phi|^p$ with $p=2\eta/(2-\eta)$. Averaging this against $\sin^2\phi$ and $\cos^2\phi$ gives, for the ripple part, a ratio of total strains $\nu=-1/(p+1)=-(2-\eta)/(2+\eta)\approx-0.42$.

Numbers in the example were calculated in double precision.
